# Normalization and source term of the Faulkner-Stocks Green function, part 1

(Sections cited here and not found follow in the second part.)

## 1. The decision in the code

A multiple-scattering code ends its matrix work with the scattering path matrix \(\tau^{nm}_{LL'}(E)\). To obtain a charge density or a local density of states, the programmer must decide which radial functions multiply this matrix, how they are scaled at the sphere radius, which irregular function is subtracted, whether anything is complex conjugated, and whether a factor \(2m_e/\hbar^2\) stands in front. These choices are tied together. The regular solution \(R_l\) produced by an incident wave \(j_l\) of unit amplitude belongs to a different matrix than \(\tau\), and pairing it with \(\tau\) is wrong by a factor \(t_lt_{l'}\) in every matrix element (section 7). This appendix derives the form \(G = Z\tau Z - ZJ\) in SI units, fixes \(Z\) and \(J\) by their values and slopes at the sphere radius, and shows that the result has the source strength required by \((E-H)G=\delta\).

## 2. Conventions and statement

The Hamiltonian for one spin direction is
\[
H = -\frac{\hbar^2}{2m_e}\nabla^2 + V, \qquad V(\mathbf r)=\sum_n v_n(|\mathbf r-\mathbf R_n|).
\]
Each \(v_n\) is real, local, spherical, no more singular than \(1/r\) at its centre, and zero beyond a radius \(S_n\). The spheres do not overlap: \(S_n+S_m\le R_{nm}\), where \(\mathbf R_{nm}=\mathbf R_n-\mathbf R_m\). A constant potential between the spheres is removed by measuring \(E\) and \(v_n\) from it. We write
\[
\kappa=\frac{2m_e}{\hbar^2},\qquad k=\sqrt{\kappa E},\qquad \operatorname{Im}k>0 .
\]
The energy has \(\operatorname{Im}E>0\), and real energies are reached as limits from above. The Green function \(G=(E-H)^{-1}\) obeys \((E-H)G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\) and has units \(\mathrm{J^{-1}m^{-3}}\). It is the only solution that decays at infinity: the difference of two such solutions would be a square-integrable eigenfunction of the self-adjoint \(H\) with a non-real eigenvalue. Because \(H\) is real and local, it equals its transpose, so does its resolvent, and \(G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r)\) with no conjugation.

The \(Y_L\), \(L=(l,\mu)\), are real orthonormal spherical harmonics, and \(f_L(\mathbf x)=f_l(x)Y_L(\hat{\mathbf x})\). The spherical Bessel, Neumann and Hankel functions are \(j_l\), \(y_l\) and \(h_l=j_l+iy_l\), with \(j_l(z)\to\sin(z-l\pi/2)/z\) and \(y_l(z)\to-\cos(z-l\pi/2)/z\) at large \(z\). Unless an argument is shown they are taken at \(kx\). A prime on them is the derivative with respect to the argument, and \(\partial_r\) is the radial derivative.

For \(\mathbf r=\mathbf R_n+\mathbf x\) in sphere \(n\) and \(\mathbf r'=\mathbf R_m+\mathbf x'\) in sphere \(m\), the result is
\[
G(\mathbf r,\mathbf r')=\sum_{LL'}Z^n_L(\mathbf x)\,\tau^{nm}_{LL'}\,Z^m_{L'}(\mathbf x')-\delta_{nm}\sum_L Z^n_l(x_<)\,J^n_l(x_>)\,Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf x}'), \tag{1}
\]
where \(x_<\) and \(x_>\) are the smaller and larger of \(x\) and \(x'\). Both \(Z_l\) and \(J_l\) solve the radial equation of \(v_n\) at energy \(E\), and at \(S_n\) they join, in value and slope,
\[
Z_l\to \frac{j_l}{t_l}-i\kappa k\,h_l,\qquad J_l\to j_l . \tag{2}
\]
\(Z_l\) is regular at the centre. The short form \(Z\tau Z-ZJ\) hides three conditions: the second term exists only for \(n=m\), it is ordered in \(x_<\) and \(x_>\), and \(t_l\neq0\) is required.

## 3. Two radial facts and the free Green function

For a spherical potential \(v\), write a Green function as \(\sum_{LL'}Y_L(\hat{\mathbf x})\,g_{LL'}(r,r')\,Y_{L'}(\hat{\mathbf x}')\). Completeness of the harmonics gives \(\delta(\mathbf x-\mathbf x')=r^{-2}\delta(r-r')\sum_LY_L(\hat{\mathbf x})Y_L(\hat{\mathbf x}')\). Projecting \((E-H)G=\delta\) on \(Y_L\) and \(Y_{L'}\) and multiplying by \(\kappa r^2\) gives
\[
\partial_r\!\left(r^2\partial_r g_{LL'}\right)+\left[\kappa r^2(E-v)-l(l+1)\right]g_{LL'}=\kappa\,\delta(r-r')\,\delta_{LL'} . \tag{3}
\]
The function \(g_{LL'}\) must be continuous at \(r'\), since a step would produce the derivative of a delta function on the left. Integrating (3) from \(r'-\epsilon\) to \(r'+\epsilon\), the bracket term is bounded and vanishes with \(\epsilon\), which leaves
\[
\partial_r g_{LL'}\big|_{r'+0}-\partial_r g_{LL'}\big|_{r'-0}=\frac{\kappa}{r'^2}\,\delta_{LL'} . \tag{4}
\]
This is the source discontinuity that (1) has to reproduce.

The second fact concerns two solutions \(f_1,f_2\) of the homogeneous form of (3) with the same \(l\) and \(E\). Define \(W[f_1,f_2]=r^2(f_1\partial_rf_2-f_2\partial_rf_1)\). Its derivative is \(f_1\partial_r(r^2\partial_rf_2)-f_2\partial_r(r^2\partial_rf_1)\), because the cross terms \(r^2\partial_rf_1\partial_rf_2\) cancel, and both remaining terms equal minus the bracket times \(f_1f_2\). So \(W\) is constant. A finite step in \(v\) does not disturb this, since values and slopes are continuous across it. For the free functions the constant is found at large \(z\), where \(j_l'\to\cos(z-l\pi/2)/z\) and \(y_l'\to\sin(z-l\pi/2)/z\), so that \(z^2(j_ly_l'-j_l'y_l)=\sin^2+\cos^2=1\). Since \(W[j_l,j_l]=0\),
\[
j_lh_l'-j_l'h_l=\frac{i}{z^2},\qquad W[j_l,h_l]=r^2\,k\,\frac{i}{(kr)^2}=\frac{i}{k}. \tag{5}
\]

With \(v=0\), the equation is \((\nabla^2+k^2)G_0=\kappa\,\delta\). For \(d=|\mathbf r-\mathbf r'|>0\) the function \(e^{ikd}/d\) solves the homogeneous equation, because \(\nabla^2f=d^{-1}\partial_d^2(fd)\) for a function of \(d\) alone, and it decays for \(\operatorname{Im}k>0\). Near \(d=0\) it behaves as \(1/d\), and \(\nabla^2(1/d)=-4\pi\delta\). Hence \(G_0=-\kappa e^{ikd}/(4\pi d)\). The radial component must be regular at the origin and decay at infinity, so it is \(c\,j_l(kr_<)h_l(kr_>)\). The slope above \(r'\) is \(c\,j_l\partial_rh_l\) and the slope below is \(c\,h_l\partial_rj_l\), so the jump is \(c\,W[j_l,h_l]/r'^2=c\,i/(kr'^2)\). Equation (4) gives \(c=\kappa k/i=-i\kappa k\), and
\[
G_0(\mathbf r,\mathbf r')=-\frac{\kappa\,e^{ikd}}{4\pi d}=-i\kappa k\sum_L j_l(kr_<)\,h_l(kr_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}'). \tag{6}
\]

## 4. The two-centre expansion

The derivation needs \(G_0\) between different spheres as a sum of products of regular functions. The tool is the plane-wave expansion. For a unit vector \(\hat{\mathbf u}\), the function \(e^{ik\hat{\mathbf u}\cdot\mathbf y}\) is a regular solution of the Helmholtz equation that depends on angles only through \(c=\hat{\mathbf u}\cdot\hat{\mathbf y}\), so it equals \(\sum_la_lj_l(ky)P_l(c)\). Orthogonality gives \(a_lj_l(z)\,2/(2l+1)=\int_{-1}^1e^{izc}P_l\,dc\). One integration by parts shows that at large \(z\) the integral tends to \([e^{iz}-(-1)^le^{-iz}]/(iz)\), which equals \(2i^l\sin(z-l\pi/2)/z\). So \(a_l=(2l+1)i^l\), and with the addition theorem \(\sum_\mu Y_L(\hat{\mathbf u})Y_L(\hat{\mathbf y})=(2l+1)P_l(c)/4\pi\),
\[
e^{ik\hat{\mathbf u}\cdot\mathbf y}=4\pi\sum_Li^l\,j_L(\mathbf y)\,Y_L(\hat{\mathbf u}),\qquad j_L(\mathbf y)=\frac{i^{-l}}{4\pi}\int d\Omega_u\,e^{ik\hat{\mathbf u}\cdot\mathbf y}\,Y_L(\hat{\mathbf u}). \tag{7}
\]
Both sides are entire functions of \(k\), so (7) holds for complex \(k\).

For \(n\ne m\), \(\mathbf r-\mathbf r'=\mathbf R_{nm}-(\mathbf x'-\mathbf x)\). Equation (6), applied to the vectors \(\mathbf R_{nm}\) and \(\mathbf x'-\mathbf x\), of which the second is the shorter, gives
\[
G_0=-i\kappa k\sum_{L''}h_{L''}(\mathbf R_{nm})\,j_{L''}(\mathbf x'-\mathbf x).
\]
Insert the integral form (7) for \(j_{L''}(\mathbf x'-\mathbf x)\), factor the exponential as \(e^{ik\hat{\mathbf u}\cdot\mathbf x'}e^{-ik\hat{\mathbf u}\cdot\mathbf x}\), and expand each factor. The second carries \((-i)^l\), because \(Y_L(-\hat{\mathbf x})=(-1)^lY_L(\hat{\mathbf x})\). With the Gaunt integral \(C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega\),
\[
j_{L''}(\mathbf x'-\mathbf x)=\frac{i^{-l''}}{4\pi}(4\pi)^2\sum_{LL'}(-i)^l\,i^{l'}\,C_{LL'L''}\,j_L(\mathbf x)\,j_{L'}(\mathbf x').
\]
The phase is \(i^{\,l'-l-l''}\). The Gaunt integral vanishes unless \(l+l'+l''\) is even, so the exponent is even, the phase is \(\pm1\), and it equals its inverse \(i^{\,l-l'+l''}\). Therefore
\[
G_0=\sum_{LL'}j_L(\mathbf x)\,g^{nm}_{LL'}\,j_{L'}(\mathbf x'),\qquad g^{nm}_{LL'}=-4\pi i\kappa k\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,h_{L''}(\mathbf R_{nm}), \tag{8}
\]
and we define \(g^{nn}=0\). The inner sum is finite, \(|l-l'|\le l''\le l+l'\).

Reordering the sums needs absolute convergence, which in general requires more than \(|\mathbf x'-\mathbf x|<R_{nm}\). At large order \(j_l(z)\approx z^l/(2l+1)!!\) and \(h_l(z)\approx-i(2l-1)!!/z^{l+1}\), so the high terms of (8) behave as those of the double Taylor series of \(1/|\mathbf R+\mathbf x-\mathbf x'|\). With the \(z\) axis along \(\mathbf R\), \(1/|\mathbf R+\mathbf y|=\int_0^\infty d\lambda\int_0^{2\pi}\frac{d\phi}{2\pi}\,e^{-\lambda[R+y_z+i(y_x\cos\phi+y_y\sin\phi)]}\). A derivative along any unit vector \(\mathbf a\) brings down \(-\lambda[a_z+i(a_x\cos\phi+a_y\sin\phi)]\), of modulus at most \(\lambda\). An \(N\)-th derivative at \(\mathbf y=0\), along equal or different directions, is therefore bounded by \(\int_0^\infty\lambda^Ne^{-\lambda R}d\lambda=N!/R^{N+1}\), so the term of degree \(l\) in \(\mathbf x\) and \(l'\) in \(\mathbf x'\) is bounded by \(\binom{l+l'}{l}x^lx'^{l'}/R^{l+l'+1}\). These bounds sum to \(1/(R-x-x')\). The condition \(x+x'<R_{nm}\) is therefore sufficient for all directions of \(\mathbf x\) and \(\mathbf x'\). It cannot be relaxed for points on the axis through the two centres, where the bounds are attained, although other directions may converge beyond it. It holds for interior points of non-overlapping spheres. This is where the derivation of (1) uses non-overlap; the source test of section 9 also uses it, since \(v_n\) must be the only potential inside sphere \(n\).

Exchanging sites and indices multiplies each term of (8) by \((-1)^{l''}\) from the harmonic and by \(i^{2(l'-l)}=(-1)^{l''}\) from the phase, so \(g^{mn}_{L'L}=g^{nm}_{LL'}\). The lowest element has \(C=Y_{00}=1/\sqrt{4\pi}\) and \(h_0(z)=-ie^{iz}/z\), which gives
\[
g^{nm}_{00,00}=-i\kappa k\,h_0(kR)=-\kappa\,\frac{e^{ikR}}{R}. \tag{9}
\]

## 5. One sphere: \(t_l\), \(R_l\) and \(Z_l\)

For one sphere alone, \(G_n=(E-H_0-v_n)^{-1}\), where \(H_0\) is the kinetic energy. Define \(t^n=v_n+v_nG_nv_n\). Its kernel is symmetric and vanishes unless both arguments lie in sphere \(n\). The resolvent identities \(G_n=G_0+G_0v_nG_n=G_0+G_nv_nG_0\) give, on inserting one into the other and into the definition,
\[
G_n=G_0+G_0t^nG_0,\qquad t^n=v_n+v_nG_0t^n,\qquad t^n=(1-v_nG_0)^{-1}v_n. \tag{10}
\]
For the second relation, \(G_nv_n=G_0(v_n+v_nG_nv_n)=G_0t^n\), which is then put into the definition of \(t^n\).

Drop the site index and define \(R_L=(1+G_0t)j_L\). By (10), \(vR_L=(v+vG_0t)j_L=tj_L\). Applying \(E-H_0\) annihilates \(j_L\) and removes \(G_0\), so \((E-H_0)R_L=tj_L=vR_L\). Thus \(R_L\) is a finite solution of the one-sphere equation, and spherical symmetry makes it \(R_l(r)Y_L\). The on-shell matrix element is diagonal:
\[
\int\!\!\int j_L\,t\,j_{L'}=\int j_L\,v\,R_{L'}\,d^3x=\delta_{LL'}t_l,\qquad t_l=\int_0^Sj_l(kr)\,v(r)\,R_l(r)\,r^2dr. \tag{11}
\]
Since \(j_l\) and \(R_l\) are dimensionless, \(t_l\) is in \(\mathrm{J\,m^3}\). For \(r\ge S\) the observation point in \(G_0tj_L\) is farther out than every integration point, so (6) contributes \(h_l(kr)\) times the integral (11):
\[
R_l(r)=j_l-i\kappa k\,t_l\,h_l,\qquad r\ge S. \tag{12}
\]
Now define \(Z_l=R_l/t_l\). Dividing (12) by \(t_l\) gives the first rule in (2), and dividing (11) by \(t_l\) gives a normalization that can be tested by quadrature,
\[
\int_0^Sj_l\,v\,Z_l\,r^2dr=1. \tag{13}
\]
\(Z_l\) has units \(\mathrm{J^{-1}m^{-3}}\).

In practice one integrates the regular solution outward with any scale and takes \(\gamma_l=\partial_rR_l/R_l\) at \(S\). Equation (12) requires \(kj_l'-i\kappa k^2t_lh_l'=\gamma_l(j_l-i\kappa kt_lh_l)\), and collecting the terms in \(t_l\),
\[
t_l=\frac{k\,j_l'(kS)-\gamma_l\,j_l(kS)}{i\kappa k\,\left[k\,h_l'(kS)-\gamma_l\,h_l(kS)\right]}. \tag{14}
\]
The outward solution is then rescaled so that its value at \(S\) is \(j_l/t_l-i\kappa kh_l\), and the slope matches by construction.

For real \(E>0\), the outer solution is proportional to \(j_l\cos\delta_l-y_l\sin\delta_l\to\sin(kr-l\pi/2+\delta_l)/(kr)\), with a real phase shift. Writing (12) as \((1-i\kappa kt_l)j_l+\kappa kt_l\,y_l\) and equating the ratios of coefficients gives \(\kappa kt_l=-\tan\delta_l\,(1-i\kappa kt_l)\), or \(\kappa kt_l(1-i\tan\delta_l)=-\tan\delta_l\). Multiplying by \(\cos\delta_l\),
\[
t_l=-\frac{e^{i\delta_l}\sin\delta_l}{\kappa k},\qquad \frac1{t_l}=-\kappa k\cot\delta_l+i\kappa k .
\]
In \(Z_l=j_l/t_l-i\kappa kj_l+\kappa ky_l\) the two imaginary terms cancel, and
\[
Z_l=\kappa k\,(y_l-j_l\cot\delta_l),\qquad r\ge S,\ E>0. \tag{15}
\]
A real equation with real data at \(S\) has a real solution, so \(Z_l\) and \(J_l\) are real throughout the sphere at real positive energy.

## 6. The scattering path operator

For the full system define
\[
\tau^{nm}=v_n\delta_{nm}+v_nGv_m .
\]
Its first argument is confined to sphere \(n\) and its second to sphere \(m\), and its transpose is \(\tau^{mn}\). No Born series is needed. The sum over sites is \(T=V+VGV\). Inserting \(G=G_0+GVG_0\) into \(G=G_0+G_0VG\) gives
\[
G=G_0+\sum_{pq}G_0\,\tau^{pq}\,G_0. \tag{16}
\]
Inserting \(G=G_0+G_0\sum_pv_pG\) into the definition,
\[
\tau^{nm}=v_n\delta_{nm}+v_nG_0\sum_p\left(v_p\delta_{pm}+v_pGv_m\right)=v_n\delta_{nm}+v_nG_0\sum_p\tau^{pm}.
\]
Moving the term \(p=n\) to the left produces \((1-v_nG_0)\tau^{nm}\), and multiplying by the inverse turns each \(v_n\) on the right into \(t^n\), by (10). The transpose gives the mirror form:
\[
\tau^{nm}=t^n\delta_{nm}+t^nG_0\sum_{p\ne n}\tau^{pm},\qquad \tau^{nm}=t^m\delta_{nm}+\sum_{q\ne m}\tau^{nq}G_0\,t^m. \tag{17}
\]
So \(\tau^{nm}\) collects every sequence of complete single-sphere scatterings that begins at \(m\) and ends at \(n\), with no sphere visited twice in direct succession.

Define \(\tau^{nm}_{LL'}=\int\!\!\int j_L(\mathbf x)\,\tau^{nm}\,j_{L'}(\mathbf x')\). In the first form of (17), \(G_0\) joins a point in sphere \(n\) to a point in sphere \(p\ne n\), so (8) applies, and (11) turns the integrals over \(t^n\) into \(t_l^n\):
\[
\tau^{nm}_{LL'}=t^n_l\delta_{nm}\delta_{LL'}+t^n_l\sum_{p,L''}g^{np}_{LL''}\tau^{pm}_{L''L'},\qquad \tau=(t^{-1}-g)^{-1} \tag{18}
\]
as a matrix in \((n,L)\). It is symmetric, not Hermitian.

## 7. Separating the end spheres from the rest

Fix \(n\) and \(m\), and define the operator
\[
\mathcal G^{nm}=(1-\delta_{nm})G_0+\sum_{p\ne n}\sum_{q\ne m}G_0\,\tau^{pq}\,G_0. \tag{19}
\]
It describes propagation in which the last scattering is not at \(n\) and the first is not at \(m\). Three identities follow from (17). Using the mirror form for \(\tau^{pm}\), and \(\sum_{p\neq n}\delta_{pm}=1-\delta_{nm}\),
\[
\sum_{p\ne n}G_0\tau^{pm}=(1-\delta_{nm})G_0t^m+\sum_{p\ne n}\sum_{q\ne m}G_0\tau^{pq}G_0t^m=\mathcal G^{nm}t^m.
\]
Using the first form for \(\tau^{nq}\) in the same way gives \(\sum_{q\ne m}\tau^{nq}G_0=t^n\mathcal G^{nm}\). Putting the first identity into the first form of (17),
\[
\tau^{nm}=t^n\delta_{nm}+t^n\mathcal G^{nm}t^m. \tag{20}
\]
Split the double sum in (16) according to whether \(p=n\) and whether \(q=m\). The four parts are
\[
\begin{aligned}
p=n,\ q=m:&\quad \delta_{nm}G_0t^nG_0+G_0t^n\mathcal G^{nm}t^mG_0,\\
p\ne n,\ q=m:&\quad \mathcal G^{nm}t^mG_0,\\
p=n,\ q\ne m:&\quad G_0t^n\mathcal G^{nm},\\
p\ne n,\ q\ne m:&\quad \mathcal G^{nm}-(1-\delta_{nm})G_0 .
\end{aligned}
\]
Adding the leading \(G_0\) of (16) to the last line leaves \(\mathcal G^{nm}+\delta_{nm}G_0\). The terms with \(\delta_{nm}\) combine to \(G_n\) by (10), and the four terms with \(\mathcal G^{nm}\) factor:
\[
G=\delta_{nm}G_n+(1+G_0t^n)\,\mathcal G^{nm}\,(1+t^mG_0). \tag{21}
\]
This operator identity is exact for any choice of \(n\) and \(m\).

Now take \(\mathbf r\) in sphere \(n\) and \(\mathbf r'\) in sphere \(m\). The first argument of \(\mathcal G^{nm}\) in (21) is either \(\mathbf r\) or an integration point of \(t^n\), so it lies in sphere \(n\), and the second lies in sphere \(m\) for the same reason. Every \(G_0\) in (19) then joins two different spheres, and (8) gives
\[
\mathcal G^{nm}(\mathbf r,\mathbf r')=\sum_{LL'}j_L(\mathbf x)\,\mathcal G^{nm}_{LL'}\,j_{L'}(\mathbf x'),\qquad \mathcal G^{nm}_{LL'}=\Big[g^{nm}+\sum_{pq}g^{np}\tau^{pq}g^{qm}\Big]_{LL'},
\]
where \(g^{nn}=0\) enforces the restrictions. The left factor in (21) turns \(j_L\) into \(R^n_L\). The right factor is the transpose of \(1+G_0t^m\), because \(t^m\) and \(G_0\) are symmetric, so it turns \(j_{L'}\) into \(R^m_{L'}\) itself. No complex conjugate of a radial function appears, at real or at complex energy. Taking on-shell elements of (20) gives \(\tau^{nm}_{LL'}-t_l^n\delta_{nm}\delta_{LL'}=t^n_l\mathcal G^{nm}_{LL'}t^m_{l'}\), and with \(R=tZ\),
\[
G=\delta_{nm}G_n+\sum_{LL'}R^n_L\,\mathcal G^{nm}_{LL'}R^m_{L'}=\delta_{nm}G_n+\sum_{LL'}Z^n_L(\mathbf x)\left[\tau^{nm}_{LL'}-t^n_l\delta_{nm}\delta_{LL'}\right]Z^m_{L'}(\mathbf x'). \tag{22}
\]
The middle expression shows which matrix belongs to \(R\): it is \(\mathcal G\), with units \(\mathrm{J^{-1}m^{-3}}\). Multiplying \(\tau\) by \(R\) is wrong by a factor \(t_lt_{l'}\).

Equation (22) now gives \(G\) as the single-sphere term \(\delta_{nm}G_n\) plus a sum over regular functions \(Z\) with the matrix \(\tau-t\). It remains to express \(G_n\) through \(Z\) and \(J\), which completes (1), and to verify the source discontinuity and test the result numerically.
